# Metastable states and occupation-matrix control in a model of DFT+U, part 2

The problem is which integer orbital fillings are stable in DFT+U, and how to find the lowest. One spin channel of a shell of $M$ orbitals holds $N$ electrons; the other is frozen. Algebra is in atomic units, numbers in eV. The occupation matrix $n$ is Hermitian, with eigenvalues in $[0,1]$ and $\operatorname{Tr}n=N$; $d_i=n_{ii}$, and $O$ is its off-diagonal part. The levels $\varepsilon_i$ are distinct, $h=\operatorname{diag}(\varepsilon_i)$, $U$ is the effective $U-J$, and $w$ is the stiffness against orbital mixing. Imposed symmetry sets $n_{ij}=0$ between different irreps; $K$ is the set of allowed $n$. The energy is

$$E(n)=\sum_i\varepsilon_i d_i+\frac U2\operatorname{Tr}\,n(1-n)+w\sum_{i<j}|n_{ij}|^2,\qquad U\ge0,\ w\ge0. \tag{1}$$

Equivalently,

$$E=\sum_i\varepsilon_id_i+\frac U2\sum_i d_i(1-d_i)+(w-U)\sum_{i<j}|n_{ij}|^2, \tag{2}$$

and the potential, defined by $\delta E=\operatorname{Tr}(V\,\delta n)$, is

$$V=h+U\left(\tfrac12-n\right)+wO. \tag{4}$$

A filling $S$ has projector $P_S$ and energy $E_S=\sum_{i\in S}\varepsilon_i$; $S_0$ fills the $N$ lowest levels. With $i$ filled, $a$ empty and $\Delta_{ia}=\varepsilon_i-\varepsilon_a$, $S$ is self-consistent under the aufbau rule when

$$\Delta_{\max}(S)\equiv\max_{i\in S,\,a\notin S}\Delta_{ia}<U. \tag{5}$$

Moving an electron from $i$ to $a$, with $n_{ii}=1-s$, $n_{aa}=s$, $|n_{ia}|=c$ and $0\le c^2\le s(1-s)$, gives

$$E-E_S=-\Delta\,s+U\,s(1-s)+(w-U)\,c^2. \tag{6}$$

The edge $c=0$ is the fractional path; $c^2=s(1-s)$ is an orbital rotation.

Section 6 proved that every local minimum of (1) is an integer filling, and that $S$ is one if and only if

$$\Delta_{ia}<U_{ia}\quad\text{for all } i\in S,\ a\notin S. \tag{9}$$

Here $U_{ia}=U$ for different irreps and $\min(U,w)$ within one irrep.

The example is a $d^2$ site with $\varepsilon=0,\ 0.3,\ 0.7,\ 1.5,\ 2.0$ eV for $xy,\ xz,\ yz,\ z^2,\ x^2-y^2$; in $D_{2h}$ the last two share $a_g$. In the table of section 6, $(U,w)=(4,1)$ eV gives 3 minima without symmetry and 10 with $D_{2h}$. "The program" is the numerical check whose output follows the text.

## 8. Why a saddle looks converged

The plain SCF step builds $V$ from $n$ and fills its $N$ lowest eigenvectors. Let $S$ obey (5) and let $n_{ai}=\eta$ be small. To first order in $\eta$, (4) gives $V_{ii}=\varepsilon_i-U/2$, $V_{aa}=\varepsilon_a+U/2$ and $V_{ai}=(w-U)\eta$. First-order perturbation theory gives the filled eigenvector $|i\rangle+|a\rangle V_{ai}/(V_{ii}-V_{aa})$, so the new coherence is $V_{ai}/(V_{ii}-V_{aa})=(w-U)\eta/(\Delta_{ia}-U)$:

$$\eta\ \to\ \mu\,\eta,\qquad\mu=\frac{U-w}{U-\Delta_{ia}}. \tag{10}$$

Small diagonal errors in $n$ change only the diagonal of $V$ and are erased in one step. For $w<U$, $\mu<1$ means $\Delta_{ia}<w$, the same condition as (9) inside an irrep. For $w>2U-\Delta_{ia}$ the multiplier falls below $-1$ and the undamped iteration oscillates away from a true minimum; that is a fault of the iteration and not of the state.

At $U=4$ eV and $w=0$ the ground filling $xy{+}xz$ has $\mu=4/4.4=0.9091$ and the excited filling $xy{+}yz$ has $\mu=4/3.6=1.1111$. With $w=1$ eV the latter becomes $3/3.6=0.8333$ and is stable. The program tests all three against an actual SCF step. For $w=0$ and $U\gg|\Delta|$, $\mu\approx1+\Delta/U$, so a larger $U$ slows both the approach to the ground state and the escape from a saddle.

On the saddle with $w=0$, a rotation $\theta$ has energy $-\Delta\theta^2$, and one step takes $\theta$ to $\mu\theta$, so the energy changes by $-\Delta\theta^2(\mu^2-1)$. For $\theta=10^{-4}$ this is $-0.4\times10^{-8}\times(1.1111^2-1)=-9.38\times10^{-10}$ eV. Growth to $|n_{ia}|=10^{-2}$ needs $\ln100/\ln1.1111=43.7$ steps, and the iteration takes 44; continued, it reaches the ground filling. An energy criterion looser than $10^{-9}$ eV stops at the first step. If the start has $\eta=0$ exactly, as a symmetric guess does, then in exact arithmetic it never leaves. Such a state is not metastable in the variational sense, yet it traps the calculation just the same, and its cure is to lower the symmetry and seed the coherence.

## 9. Where the stiffness comes from

**Ligand displacements.** Let each orbital couple to its own displacement $Q_i$ through $-gQ_id_i+\frac12kQ_i^2$, an idealization of Jahn–Teller coupling that keeps only couplings to the diagonal occupations. The minimum is at $Q_i=gd_i/k$, with energy $-\frac\gamma2d_i^2$ and $\gamma=g^2/k$. From (2), raising both $U$ and $w$ by $\gamma$ adds $\frac\gamma2\sum d(1-d)=\frac\gamma2N-\frac\gamma2\sum d^2$ and leaves $w-U$ unchanged. So relaxed ligands turn $(U,0)$ into $(U+\gamma,\gamma)$, up to the constant $-\gamma N/2$. With $g=3$ eV/Å and $k=9$ eV/Å$^2$, $\gamma=1$ eV, and a bare $U=3$ eV becomes the case $(4,1)$ of the table; the program tests the identity by minimizing over $Q_i$ numerically. Inside an irrep $\min(U+\gamma,\gamma)=\gamma$, so in this idealization the barrier is set by the lattice and does not depend on $U$. Real ligand modes also couple to $\operatorname{Re}n_{ij}$, and relaxing them lowers the stiffness against real rotations. For $z^2$ and $x^2-y^2$ in an octahedron, linear coupling ties one $e_g$ mode to $n_{ii}-n_{aa}$ and its partner, with equal strength, to $2\operatorname{Re}n_{ia}$. The relaxed energy is proportional to $-[(1-2s)^2+4c^2]$, which is constant on the real rotation $c^2=s(1-s)$, so this pair gets no stiffness from linear coupling; there it must come from quadratic coupling, anharmonicity or lower site symmetry. This mechanism is concave by itself and gives several minima even at bare $U=0$ once $\gamma$ exceeds $\Delta_{\max}$ of an excited filling, by (9) with $(U,w)=(\gamma,\gamma)$. It acts only when the ligands relax with the electrons, since a frozen $Q_i$ merely shifts $\varepsilon_i$.

**The Hartree term.** Take one electron, two real orbitals with a common radial function, and real $c$. The density is $(1-s)\phi_i^2+s\phi_a^2+2c\,\phi_i\phi_a$. Let $J_{ii}=J_{aa}=J$, let $J_{ia}=(ii|aa)$ and $K_{ia}=(ia|ia)$, and let integrals such as $(ii|ia)$ vanish by symmetry. Using $(1-s)^2+s^2=1-2s(1-s)$,

$$E_H=\tfrac12J-(J-J_{ia})\,s(1-s)+2K_{ia}c^2.$$

Adding this to (6) with $w=0$, the fractional path sees $U-(J-J_{ia})$ and the real rotation, $c^2=s(1-s)$, sees the net stiffness $2K_{ia}-(J-J_{ia})$. For a $d$ shell this net stiffness is zero. A real $d$ orbital has angular part $\hat r^{\mathsf T}A\hat r$ with $A$ symmetric and traceless, and its Hartree self-energy is a rotation-invariant quartic polynomial in $A$. Such an invariant is a symmetric polynomial in the three eigenvalues, hence a polynomial in $\operatorname{Tr}A=0$, $\operatorname{Tr}A^2$ and $\operatorname{Tr}A^3$, and the only quartic one is $(\operatorname{Tr}A^2)^2$, which normalization fixes. All real $d$ orbitals have the same self-energy, and $J-J_{ia}=2K_{ia}$. The program tests this with two-electron integrals over one Gaussian shell: the spread over the five harmonics and 50 random real combinations vanishes, while over the seven real $f$ harmonics the spread is 0.044 of the mean (a figure that depends on the radial function). Among real orbitals, an $f$ shell thus has an intrinsic orbital anisotropy that $d^1$ lacks; how much of it survives cancellation by an approximate exchange-correlation term is not decided by this test. For imaginary $c$ the term $2c\,\phi_i\phi_a$ is absent from the density and the net stiffness is $-(J-J_{ia})$, equal to $-2K_{ia}<0$ for $d$. The Hartree term alone then favours complex orbitals, and restricting $n$ to be real acts as one more imposed symmetry. Negative $w$ lies outside the theorem.

## 10. Occupation-matrix control, and a case where it is needed

Occupation-matrix control (OMC) imposes a trial $n$ in the potential, holds it while the rest of the system adapts, releases it, converges, and keeps the lowest result over all trials. In model (1) the $\binom MN$ trials $P_S$ include every local minimum, by section 6. The global minimum is $S_0$, which has $\Delta_{\max}<0$ and so is a fixed point of the SCF step, and the list therefore contains the lowest state. The guarantee is complete but the task is easy, for the winner is the filling of the lowest $\varepsilon_i$, and a uniform start $n=(N/M)\,1$ gives $V=h+\text{const}$ and finds it in one step. A start of this kind can fail when the energy order of the fillings differs from the level order it sees. Covalency produces that difference.

Couple each orbital to its own ligand level $\varepsilon_p$ by a hopping $t_i$, so that $H_0$ is a sum of $2\times2$ channels with diagonal $(\varepsilon_i,\varepsilon_p)$ and off-diagonal $-t_i$. There are $M+N$ electrons, with density matrix $\Gamma$, $0\le\Gamma\le1$. The site matrix is kept diagonal, as if all five orbitals lay in different irreps, and $n_i$ is the $d_id_i$ element of $\Gamma$:

$$E[\Gamma]=\operatorname{Tr}H_0\Gamma+\frac U2\sum_in_i(1-n_i).$$

$E$ depends only on the channel blocks of $\Gamma$, and deleting the inter-channel elements keeps $\Gamma$ allowed, so the global minimum can be sought among block matrices. $E$ is concave, so it is attained at an extreme point, a projector with 0, 1 or 2 electrons in each channel. Two electrons give $\varepsilon_i+\varepsilon_p$ with $n_i=1$ and no penalty. One electron in $\sin\alpha\,|d\rangle+\cos\alpha\,|p\rangle$ has $n=\sin^2\alpha$ and, with $\delta_i=\varepsilon_i-\varepsilon_p$ and $\sin2\alpha=2\sqrt{n(1-n)}$,

$$e_i(U)=\min_n\Big[\varepsilon_p+\delta_in-2t_i\sqrt{n(1-n)}+\frac U2n(1-n)\Big].$$

A filling $S$ (channels in $S$ doubly occupied, the others singly) has energy $\sum_je_j+\sum_{i\in S}C_i$, with the filling cost

$$C_i(U)=\varepsilon_i+\varepsilon_p-e_i(U). \tag{11}$$

At $U=0$, $e_i$ is the bonding eigenvalue and $C_i$, the trace minus it, is the antibonding ligand-field level. Because $e_i$ is stationary in $n$, only the explicit $U$ dependence contributes to its derivative, and

$$\frac{dC_i}{dU}=-\tfrac12\,n_i(1-n_i),$$

with $n_i$ the $d$ weight of the singly occupied channel. Filling a channel removes the penalty on its covalent admixture, so the cost of the more covalent orbital falls faster with $U$. For $t_i\ll\delta_i+U/2$ the bracket reduces to $\varepsilon_p+(\delta_i+U/2)n-2t_i\sqrt n$, minimized at $\sqrt n=t_i/(\delta_i+U/2)$, and to second order in $t_i$

$$C_i\approx\varepsilon_i+\frac{t_i^2}{\delta_i+U/2}. \tag{12}$$

Take $\varepsilon_p=-3$ eV and $t=1,\ 1.5,\ 0.5,\ 2,\ 2$ eV. The $xy$ channel is cheapest and the two $a_g$ channels dearest at both $U=0$ and $U=4$ eV, so the contest is between $xz$ and $yz$. At $U=0$ the costs are 0.8799 eV for $xz$ and 0.7664 eV for $yz$, and plain DFT fills $yz$. At $U=4$ eV they are 0.7043 and 0.7436 eV, and $xz$ wins by 0.0394 eV (the rounded costs give 0.0393). The fall of $C_{xz}$ is $0.8799-0.7043=0.1756$ eV, a mean slope of $-0.044$, which lies between the end values $-\frac12(0.13)(0.87)=-0.057$ and $-\frac12(0.071)(0.929)=-0.033$ from the occupations at $U=0$ and $U=4$ eV. The weakly bound $yz$ channel, with $n=0.008$ when singly occupied at $U=4$ eV, falls by only 0.023 eV. The order flips at $U=2.76$ eV, where the program checks that the two self-consistent energies coincide. Formula (12) gives $0.3+2.25/5.3=0.7245$ eV and $0.7+0.25/5.7=0.7439$ eV. Its error for $xz$ is 0.020 eV, about 5% of the covalent term 0.4245 eV, but the competition is between close numbers, so (12) yields the right sign and only half the gap, 0.019 eV.

The trap follows from (4). The $U=0$ occupations are $(1,\ 0.13,\ 1,\ 0.126,\ 0.11)$. At $U=4$ eV the first potential puts the $yz$ site level at $0.7-2=-1.3$ eV and the $xz$ site level at $0.3+4(0.5-0.13)=1.78$ eV. The filled $yz$ antibonding level lies at $-2.15+\sqrt{0.85^2+0.5^2}=-1.16$ eV, and the empty $xz$ antibonding level lies above its site level of 1.78 eV. The 0.11 eV preference of plain DFT has become a separation of more than $1.78+1.16\approx2.9$ eV, and the iteration settles at $(1,\ 0.071,\ 1,\ 0.08,\ 0.07)$. Ramping cannot help while the site matrix is kept diagonal. The upper eigenvalue of a channel increases with its site level; the $yz$ site level $0.7-U/2$ only falls, and the $xz$ site level $0.3+U(\frac12-n)$ stays above its $U=0$ value while $n<\frac12$. The two levels start in the order $0.7664<0.8799$ eV and never cross, although the total energies cross at 2.76 eV. The program asserts that a 40-step ramp ends at the same energy as the direct start. This holds for the diagonal model only. With off-diagonal elements allowed, the multiplier of the $xz$–$yz$ coherence given in section 11 passes 1 near $U=3.0$ eV, and a ramp that seeds the coherence and iterates long enough at each step can reach the lower filling.

For OMC the potential depends on nothing but $n$, so the holding stage is a single step. All ten trials keep their filling after release, and each energy matches (11) computed by one-dimensional minimization. They range from 0 to 3.72 eV above the lowest, $xy{+}xz$, whose occupations are $(1,\ 1,\ 0.008,\ 0.08,\ 0.07)$. Its energy is two filled channels, $-3.0$ and $-2.7$ eV, plus three values $e_j=\varepsilon_j+\varepsilon_p-C_j$:

$$-3.0-2.7-(2.3+0.7436)-(1.5+2.0780)-(1.0+2.5404)=-15.8620\ \text{eV}.$$

The program asserts that this equals the exact global minimum, found by enumerating all distributions of 0, 1 or 2 electrons over the five channels, those with ligand holes included.

## 11. What the guarantee rests on

OMC is exact when the trial set puts a start in the basin of the lowest state. In model (1) this is proved, because one known basis diagonalizes both the levels and the stiffness. In the ligand model it is established for the stated parameters by enumeration. A state with an empty channel is never the lowest there: $e_j<\varepsilon_p$ when $t_j>0$, and $e_i\le\varepsilon_i$ gives $C_i\ge\varepsilon_p$, so moving an electron from a doubly occupied channel $i$ into an empty channel $j$ changes the energy by $e_j-C_i<0$. For other parameters a state with a single electron sitting mainly on the metal can become lowest, which requires $\varepsilon_p$ to rise above some $\varepsilon_i$ (the bracket defining $e_i$ differs between $n$ and $1-n$ only by $\delta_i(2n-1)$, so its minimum has $n<\frac12$ while $\delta_i>0$). Such a channel has $n>\frac12$ without being doubly occupied, so the state no longer looks like one of the trial fillings. The trials with the original $N$ may still relax into it; that they, or a set enlarged by other values of $N$, always reach the lowest state is not proved here.

If $h$ has off-diagonal elements inside an irrep while $w\neq0$, or if levels inside one block are degenerate with $w=0$, the proof of section 6 no longer applies: minima need not be diagonal, and in the degenerate case they form continuous families when the degenerate set is partly filled (at $U=0$ a partly filled degenerate set gives such a family for any $w$). A multidimensional irrep that occurs once, with its full symmetry imposed, is a different case: $n$ is then forced to be a multiple of the identity on it, and partial integer fillings of that irrep are excluded from $K$. In a first-principles calculation the anchoring basis is itself an output of the ligand field and the lattice, so diagonal trials have to be supplemented by rotated ones, spin, orbital-current and multi-site patterns enlarge the list, and the lowest state found is an upper bound on the ground-state energy of the functional. Imposed symmetry also enters twice. It creates constrained minima, and it can exclude the true lowest state from $K$, so the surviving candidates need a final run with the symmetry removed and a small coherence seeded, continued until the coherence has clearly decayed or grown. Formula (10) holds only for model (1) and can badly underestimate the number of steps. For the trapped state of section 10 the empty $xz$ antibonding level ($d$ weight 0.9291) lies 5.567 and 3.5946 eV above the two filled $yz$ levels ($d$ weights 0.0690 and 0.9310), so first-order perturbation theory gives $\mu=4\times0.9291\times(0.0690/5.567+0.9310/3.5946)\approx1.0086$, and growth by a factor of 100 takes about 540 steps instead of 44. All of these minima are stationary states of a mean-field functional. Their barriers are heights on the landscape of $E(n)$. A positive barrier holds a method that descends continuously in energy, while the plain SCF step is held or released by its multiplier, as section 8 shows; the barriers are not activation energies of the correlated ion.

## Computed results

```
orbitals: ['xy', 'xz', 'yz', 'z2', 'x2-y2']  N = 2  fillings = 10
eps (eV): [0.  0.3 0.7 1.5 2. ]
sym=none U=0 eV w=1 eV: minima=1, random starts in lowest=40/40
sym=none U=4 eV w=0 eV: minima=1, random starts in lowest=40/40
sym=none U=4 eV w=1 eV: minima=3, random starts in lowest=32/40
sym=none U=1 eV w=1.4 eV: minima=3, random starts in lowest=37/40
sym=D2h U=1 eV w=0 eV: minima=3, random starts in lowest=30/40
sym=D2h U=4 eV w=0 eV: minima=7, random starts in lowest=5/40
sym=D2h U=4 eV w=1 eV: minima=10, random starts in lowest=8/40
U=1.0 eV: aufbau fixed points = 3
U=4.0 eV: aufbau fixed points = 10
swap yz->xz: D = 0.40 eV
U=4 w=0 eV: barrier=0.0000 eV (0.00000 Eh), top s=0.000
U=4 w=1 eV: barrier=0.0900 eV (0.00331 Eh), top s=0.300
U=4 w=6 eV: barrier=0.8100 eV (0.02977 Eh), top s=0.450
U=1 w=6 eV: barrier=0.0900 eV (0.00331 Eh), top s=0.300
N=1 U=1 eV pass xz->xy: 0.4225 eV, direct edge 0.4225 eV
N=1 U=1 eV pass yz->xz: 0.7225 eV, direct edge 0.7900 eV
U=4 w=0 eV filling xy+xz: SCF multiplier = 0.9091
U=4 w=0 eV filling xy+yz: SCF multiplier = 1.1111
U=4 w=1 eV filling xy+yz: SCF multiplier = 0.8333
saddle xy+yz, angle 1e-04: first dE = -9.38e-10 eV, steps to |n_ia|=1e-02: 44
modes g=3.0 eV/A, k=9.0 eV/A^2: gamma=1.00 eV, U 3.0 -> 4.0 eV
Hartree self-energy relative spread, one Gaussian: d 0.000000, f 0.0443
ligands: eps_p=-3.0 eV, t=[1.  1.5 0.5 2.  2. ] eV, U=4.0 eV
xy+xz: bare E=0.3, Dmax=-0.4, ligand E-Emin=0.0000 eV
xy+yz: bare E=0.7, Dmax=0.4, ligand E-Emin=0.0394 eV
xy+z2: bare E=1.5, Dmax=1.2, ligand E-Emin=1.3737 eV
xy+x2-y2: bare E=2.0, Dmax=1.7, ligand E-Emin=1.8361 eV
xz+yz: bare E=1.0, Dmax=0.7, ligand E-Emin=0.5484 eV
xz+z2: bare E=1.8, Dmax=1.5, ligand E-Emin=1.8827 eV
xz+x2-y2: bare E=2.3, Dmax=2.0, ligand E-Emin=2.3451 eV
yz+z2: bare E=2.2, Dmax=1.5, ligand E-Emin=1.9221 eV
yz+x2-y2: bare E=2.7, Dmax=2.0, ligand E-Emin=2.3845 eV
z2+x2-y2: bare E=3.5, Dmax=2.0, ligand E-Emin=3.7188 eV
filling cost U=0 (eV): [0.3028 0.8799 0.7664 2.2604 2.7016]
filling cost U=4 (eV): [0.1953 0.7043 0.7436 2.078  2.5404]
second-order cost U=4 (eV): [0.2    0.7245 0.7439 2.1154 2.5714]
U=0 occupations: [1.    0.13  1.    0.126 0.11 ]
trapped occupations: [1.    0.071 1.    0.08  0.07 ]
OMC occupations: [1.    1.    0.008 0.08  0.07 ]
exact Emin=-15.8620 eV, OMC lowest xy+xz -15.8620 eV
U=0 start and U ramp: E=-15.8226 eV, too high by 0.0394 eV (0.00145 Eh)
xz/yz order flips at U = 2.759 eV
```
